# Peak Loss and Conserved Area of an Instrument-Broadened Lorentzian Line: a program that tests the result

```python
"""
Result under test: a weak Lorentzian absorption line of full width w, recorded
with a unit-area Lorentzian instrument function of full width g, appears as a
Lorentzian of full width w+g, with its peak multiplied by r = w/(w+g) and its
area unchanged. The first correction for finite peak absorbance a0 multiplies
the whole recorded profile by 1 - a0*(1-r)/4.

Symbols: x = wavenumber measured from the line centre (cm^-1); absorbance is
the natural logarithm of (reference intensity / transmitted intensity).
All widths are full widths at half maximum; half-widths are named as such.
The instrument acts on transmitted intensity, and the logarithm comes after.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import voigt_profile

line_width = 0.6          # cm^-1
instrument_width = 1.0    # cm^-1
peak_alpha = 0.25         # cm^-1, absorption coefficient at the line centre
thickness = 0.2           # cm
window = 5.0              # cm^-1, half-range of integration
refractive_index = 3.4    # rough value for silicon in the infrared
strong_absorbance = 3.0   # counterexample to the weak-line condition
warm_width = 30.0         # cm^-1, rough width near room temperature

line_half = line_width / 2
instrument_half = instrument_width / 2
seen_half = line_half + instrument_half
ratio = line_width / (line_width + instrument_width)
a0 = peak_alpha * thickness


def line(x):
    """True line shape with unit peak."""
    return line_half**2 / (x**2 + line_half**2)


def lorentz_instrument(u):
    return instrument_half / np.pi / (u**2 + instrument_half**2)


sigma = instrument_width / (2 * np.sqrt(2 * np.log(2)))


def gauss_instrument(u):
    return np.exp(-u**2 / (2 * sigma**2)) / (sigma * np.sqrt(2 * np.pi))


N_INNER = 4000
theta = (np.arange(N_INNER) + 0.5) * np.pi / N_INNER - np.pi / 2
tan_theta, sec2_theta = np.tan(theta), 1 / np.cos(theta)**2


def smear(function, x, instrument=lorentz_instrument):
    """Convolution integral over the whole axis, by the map y = c + s*tan."""
    centre, scale = x / 2, max(0.5, abs(x) / 2)
    y = centre + scale * tan_theta
    values = instrument(x - y) * function(y) * scale * sec2_theta
    return values.sum() * np.pi / N_INNER


def full_area(profile, n=80, scale=0.8):
    """Integral of a profile over the whole wavenumber axis."""
    phi = (np.arange(n) + 0.5) * np.pi / n - np.pi / 2
    heights = np.array([profile(x) for x in scale * np.tan(phi)])
    return np.sum(heights * scale / np.cos(phi)**2) * np.pi / n


def recorded_absorbance(x, peak):
    """Smear the transmitted intensity, then take the logarithm."""
    lost_light = smear(lambda y: -np.expm1(-peak * line(y)), x)
    return -np.log1p(-lost_light)


# Weak limit: profile, peak, width and area from the convolution integral.
for x in (0.0, 0.3, 0.8, 2.0, 7.0):
    predicted = line_half * seen_half / (x**2 + seen_half**2)
    assert abs(smear(line, x) - predicted) < 1e-9
peak_numeric = smear(line, 0.0)
assert abs(peak_numeric - ratio) < 1e-9
assert abs(smear(line, seen_half) / peak_numeric - 0.5) < 1e-9
true_area = full_area(line)
seen_area = full_area(lambda x: smear(line, x))
assert abs(true_area - np.pi * line_width / 2) < 1e-9
assert abs(seen_area / true_area - 1) < 1e-8

# Finite absorbance: the same fractional loss everywhere on the profile.
# The tolerance allows for the next order, whose coefficient is below 0.1.
loss_slope = (1 - ratio) / 4
for peak in (0.01, a0):
    for x in (0.0, 0.4, 1.0, 3.0):
        loss = 1 - recorded_absorbance(x, peak) / (peak * smear(line, x))
        assert abs(loss - loss_slope * peak) < 0.1 * peak**2
    area = full_area(lambda x: recorded_absorbance(x, peak))
    assert abs(1 - area / (peak * true_area)
               - loss_slope * peak) < 0.1 * peak**2
example_peak = recorded_absorbance(0.0, a0)
example_area = full_area(lambda x: recorded_absorbance(x, a0))
strong_area = full_area(lambda x: recorded_absorbance(x, strong_absorbance))
strong_ratio = strong_area / (strong_absorbance * true_area)
assert strong_ratio < 0.9


# Finite window, with the true baseline and with one through the window ends.
def kept_fraction(half):
    return 2 / np.pi * np.arctan(window / half)


def kept_with_baseline(half):
    cut = window * half / (window**2 + half**2)
    return 2 / np.pi * (np.arctan(window / half) - cut)


for profile, half in ((line, line_half),
                      (lambda x: smear(line, x), seen_half)):
    inside = 2 * quad(profile, 0, window, epsabs=1e-9)[0]
    assert abs(inside / true_area - kept_fraction(half)) < 1e-7
    above = inside - 2 * window * profile(window)
    assert abs(above / true_area - kept_with_baseline(half)) < 1e-7

# Internal reflections: average the interfering echoes over their phase.
reflectance = ((refractive_index - 1) / (refractive_index + 1))**2
phase = np.arange(400) * 2 * np.pi / 400


def wedge_transmittance(absorbance):
    damping = np.exp(-absorbance)
    echoes = np.abs(1 - reflectance * damping * np.exp(1j * phase))**2
    return np.mean((1 - reflectance)**2 * damping / echoes)


small = 1e-4
reflection_numeric = -np.log(wedge_transmittance(small)
                             / wedge_transmittance(0.0)) / small
reflection_factor = (1 + reflectance**2) / (1 - reflectance**2)
assert abs(reflection_numeric - reflection_factor) < 1e-3

# Gaussian instrument of the same full width: other peak, same area.
gauss_peak = smear(line, 0.0, gauss_instrument)
voigt_peak = voigt_profile(0.0, sigma, line_half) * np.pi * line_half
assert abs(gauss_peak - voigt_peak) < 1e-7
gauss_area = full_area(lambda x: smear(line, x, gauss_instrument))
assert abs(gauss_area / true_area - 1) < 1e-4

warm_ratio = warm_width / (warm_width + instrument_width)
mev_per_wavenumber = constants.h * constants.c * 100 / constants.e * 1e3
area_alpha = peak_alpha * true_area
seen_area_alpha = peak_alpha * seen_area

print("INPUTS")
print(f"true line width: {line_width:.1f} cm^-1")
print(f"instrument width: {instrument_width:.1f} cm^-1")
print(f"true peak absorption coefficient: {peak_alpha:.3f} cm^-1")
print(f"sample thickness: {thickness * 10:.1f} mm")
print(f"true peak absorbance a0: {a0:.4f}")
print("WEAK-LINE RESULT")
print(f"peak ratio r from formula: {ratio:.6f}")
print(f"peak ratio from convolution: {peak_numeric:.6f}")
print(f"peak reduction: {100 * (1 - ratio):.2f} %")
print(f"correction factor for a peak reading: {1 / ratio:.4f}")
print(f"apparent width: {2 * seen_half:.2f} cm^-1")
print(f"apparent width: {2 * seen_half * mev_per_wavenumber:.4f} meV")
print(f"apparent peak coefficient: {peak_alpha * ratio:.5f} cm^-1")
print(f"apparent peak absorbance, weak limit: {a0 * ratio:.5f}")
print(f"true integrated absorption: {area_alpha:.5f} cm^-2")
print(f"apparent integrated absorption: {seen_area_alpha:.5f} cm^-2")
print(f"apparent integrated absorption: {seen_area_alpha * 1e4:.1f} m^-2")
print("FINITE ABSORBANCE")
print(f"true transmission dip: {-100 * np.expm1(-a0):.3f} %")
print(f"recorded transmission dip: {-100 * np.expm1(-example_peak):.3f} %")
print(f"recorded peak absorbance: {example_peak:.5f}")
print(f"loss predicted, a0*(1-r)/4: {100 * loss_slope * a0:.3f} %")
print(f"peak loss computed: {100 * (1 - example_peak / (a0 * ratio)):.3f} %")
print(f"area loss computed: "
      f"{100 * (1 - example_area / (a0 * true_area)):.3f} %")
print(f"strong line, peak absorbance: {strong_absorbance:.1f}")
print(f"strong line, recorded/true area: {strong_ratio:.4f}")
print("FINITE WINDOW")
print(f"window half-range: {window:.1f} cm^-1")
print(f"area kept, true line: {100 * kept_fraction(line_half):.2f} %")
print(f"area kept, recorded line: {100 * kept_fraction(seen_half):.2f} %")
print(f"same with end baseline, true line: "
      f"{100 * kept_with_baseline(line_half):.2f} %")
print(f"same with end baseline, recorded line: "
      f"{100 * kept_with_baseline(seen_half):.2f} %")
print("OTHER NEGLECTED EFFECTS")
print(f"refractive index (rough): {refractive_index:.1f}")
print(f"reflectance of one face: {reflectance:.4f}")
print(f"absorbance factor from reflections: {reflection_factor:.4f}")
print(f"peak ratio, Gaussian instrument: {gauss_peak:.4f}")
print(f"area ratio, Gaussian instrument: {gauss_area / true_area:.5f}")
print(f"warm line width (rough): {warm_width:.0f} cm^-1")
print(f"peak ratio for the warm line: {warm_ratio:.4f}")
print("all tests passed")
```

Printed output:

```
INPUTS
true line width: 0.6 cm^-1
instrument width: 1.0 cm^-1
true peak absorption coefficient: 0.250 cm^-1
sample thickness: 2.0 mm
true peak absorbance a0: 0.0500
WEAK-LINE RESULT
peak ratio r from formula: 0.375000
peak ratio from convolution: 0.375000
peak reduction: 62.50 %
correction factor for a peak reading: 2.6667
apparent width: 1.60 cm^-1
apparent width: 0.1984 meV
apparent peak coefficient: 0.09375 cm^-1
apparent peak absorbance, weak limit: 0.01875
true integrated absorption: 0.23562 cm^-2
apparent integrated absorption: 0.23562 cm^-2
apparent integrated absorption: 2356.2 m^-2
FINITE ABSORBANCE
true transmission dip: 4.877 %
recorded transmission dip: 1.843 %
recorded peak absorbance: 0.01860
loss predicted, a0*(1-r)/4: 0.781 %
peak loss computed: 0.779 %
area loss computed: 0.775 %
strong line, peak absorbance: 3.0
strong line, recorded/true area: 0.6920
FINITE WINDOW
window half-range: 5.0 cm^-1
area kept, true line: 96.18 %
area kept, recorded line: 89.90 %
same with end baseline, true line: 92.38 %
same with end baseline, recorded line: 79.97 %
OTHER NEGLECTED EFFECTS
refractive index (rough): 3.4
reflectance of one face: 0.2975
absorbance factor from reflections: 1.1942
peak ratio, Gaussian instrument: 0.5453
area ratio, Gaussian instrument: 1.00000
warm line width (rough): 30 cm^-1
peak ratio for the warm line: 0.9677
all tests passed
```
